**Circular nucleation barrier in a polar bilayer**

The program tests $F_*=\pi\lambda^2/(2PE)$ and $R_*=\lambda/(2PE)$, where $P$ is the dipole per area, $E=D/\varepsilon_0$ the applied field and $\lambda$ the wall energy per length. It asserts that the circle reproduces the formula and that several deformed shapes cost more. It solves the finite-width radial saddle numerically, finds one unstable radial direction, and compares the barrier with the correction $-(\pi^2/12)(\ell/R_*)^2$, where $\ell$ is the wall length. Further assertions cover edge and corner sectors, elliptical domains, escape of a pinned wall, lattice drag, the stray field and tunnelling. The output gives 50.3 eV and 160 nm for the posed values, or 1947 $kT$ at 300 K. Rough MoS₂ inputs give wall energies near 1 eV/nm and a barrier near 7000 eV, so the posed wall energy is roughly ten times smaller than this estimate.

## Verification by program

```python
# Result under test: a reversed circular domain in a polar bilayer has the
# nucleation barrier F = pi*lam^2/(2*P*E) at radius R = lam/(2*P*E).
# P: dipole per area (e/nm), E: applied field D/eps0 (V/nm),
# lam: wall energy per length (eV/nm), drive = 2*P*E (eV/nm^2).
# ell: wall length in theta = 2*atan(exp(-(r-R)/ell)); V0: sliding barrier.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ellipe

e = sc.e
P_pCm, E, lam, T, ell = 0.5, 0.1, 0.1, 300.0, 1.0
P = P_pCm * 1e-12 / e * 1e-9
drive = 2 * P * E
R = lam / drive
F = np.pi * lam**2 / drive
kT = sc.k * T / e
V0 = lam / (4 * ell)


def shape_barrier(x, y, edge, screw, push):
    """Peak over uniform scaling of wall cost minus field gain."""
    dx, dy = np.roll(x, -1) - x, np.roll(y, -1) - y
    cost = np.sum(np.sqrt((edge * dy)**2 + (screw * dx)**2))
    area = 0.5 * np.sum(x * np.roll(y, -1) - y * np.roll(x, -1))
    top = minimize_scalar(lambda q: -(np.exp(q) * cost
                                      - np.exp(2 * q) * push * area),
                          bounds=(-5, 15), method="bounded",
                          options={"xatol": 1e-9})
    return -top.fun


def finite_wall_nucleus(width, barrier_density, dipole_energy):
    """Radial saddle of the full slip energy; returns energy, instabilities."""
    h = dipole_energy / (2 * barrier_density)
    guess_radius = 1 / h
    dx = 0.05
    n = int((guess_radius + 20) / dx)
    r = (np.arange(n) + 0.5) * dx
    rp = np.arange(1, n) * dx
    th = 2 * np.arctan(np.exp(-(r - guess_radius)))
    converged = False
    for _ in range(60):
        flux = rp * np.diff(th) / dx
        grad = r * dx * (0.5 * np.sin(2 * th) - h * np.sin(th))
        grad[:-1] -= flux
        grad[1:] += flux
        diag = r * dx * (np.cos(2 * th) - h * np.cos(th))
        diag[:-1] += rp / dx
        diag[1:] += rp / dx
        off = -rp / dx
        band = np.zeros((3, n))
        band[0, 1:], band[1], band[2, :-1] = off, diag, off
        step = solve_banded((1, 1), band, -grad)
        th = th + step
        if np.max(np.abs(step)) < 1e-6:
            converged = True
            break
    assert converged
    density = 0.5 * np.sin(th)**2 + h * (np.cos(th) - 1)
    total = np.sum(0.5 * rp * np.diff(th)**2 / dx) + np.sum(r * dx * density)
    negative = eigh_tridiagonal(diag, off, eigvals_only=True, select="v",
                                select_range=(-1e3, 0.0))
    return 2 * np.pi * total * 2 * barrier_density * width**2, len(negative)


# Circle: polygon energy from the definition, and rival shapes cost more.
t = np.linspace(0, 2 * np.pi, 4000, endpoint=False)
assert abs(shape_barrier(np.cos(t), np.sin(t), lam, lam, drive) / F - 1) < 1e-4
for m in (2, 3, 4):
    rad = 1 + 0.1 * np.cos(m * t)
    assert shape_barrier(rad * np.cos(t), rad * np.sin(t),
                         lam, lam, drive) > 1.005 * F

# Edge and corner: maximise the energy of a sector with free sides.
sector = {}
for name, angle in (("edge", np.pi), ("corner", np.pi / 3)):
    top = minimize_scalar(lambda s: -(lam * angle * s - drive * angle * s**2 / 2),
                          bounds=(0, 1000), method="bounded")
    sector[name] = -top.fun
    assert abs(sector[name] / (F * angle / (2 * np.pi)) - 1) < 1e-6

# Full finite-width saddle against the thin-wall law and its correction.
F_full, unstable = finite_wall_nucleus(ell, V0, P * E)
assert unstable == 1 and abs(F_full / F - 1) < 1e-3
ratios = {}
for size, tol in ((10, 1e-3), (5, 1e-2)):
    push = lam / (size * ell)
    energy, unstable = finite_wall_nucleus(ell, V0, push / 2)
    ratios[size] = energy / (np.pi * lam**2 / push)
    assert unstable == 1
    assert abs(ratios[size] - (1 - np.pi**2 / 12 / size**2)) < tol

# Rough MoS2 inputs: shear stiffness, Poisson ratio, sliding barrier, lattice.
mu_Nm, nu, V_mos2, a = 50.0, 0.25, 0.2, 0.316
b = a / np.sqrt(3)
K = mu_Nm / e * 1e-18 / 2
ell_mos2 = b / np.pi * np.sqrt(K / (2 * V_mos2))
screw = 4 * V_mos2 * ell_mos2
wall_integral = quad(lambda u: np.sqrt(2 * K * V_mos2)
                     * np.sin(np.pi * u / b), 0, b)[0]
assert abs(wall_integral / screw - 1) < 1e-8
edge = screw * np.sqrt(2 / (1 - nu))
F_mos2 = np.pi * edge * screw / drive
best = minimize_scalar(lambda q: shape_barrier(q * np.cos(t), np.sin(t),
                                               edge, screw, drive),
                       bounds=(0.5, 4), method="bounded")
assert abs(best.fun / F_mos2 - 1) < 1e-4
assert abs(best.x / (edge / screw) - 1) < 1e-2
rad = 1 + 0.1 * np.cos(3 * t)
assert shape_barrier(best.x * rad * np.cos(t), rad * np.sin(t),
                     edge, screw, drive) > 1.005 * F_mos2

# Thermal waiting time and the field that gives one event per second.
attempt, flake_side = 1e12, 1e4
sites = flake_side**2 / (np.sqrt(3) / 2 * a**2)
log_wait = F / kT / np.log(10) - np.log10(attempt * sites)
F_pass = kT * np.log(attempt * sites)
E_pass = np.pi * lam**2 / (2 * P * F_pass)
R_pass = lam / (2 * P * E_pass)
breakdown = 1.0  # rough value for thin hexagonal BN, V/nm
assert E_pass > breakdown and sector["corner"] > 5 * F_pass

# A wall held at two pins: a stable bow exists only below the escape drive.
L_pin = 2 * R
phi = np.linspace(0.01, 3.0, 20000)
length = L_pin * phi / np.sin(phi)
swept = L_pin**2 / 4 * (phi - np.sin(phi) * np.cos(phi)) / np.sin(phi)**2
assert np.all(np.diff(lam * length - 1.02 * drive * swept) < 0)
assert np.any(np.diff(lam * length - 0.98 * drive * swept) > 0)


# Lattice drag: first harmonic of the row sum, tested on coarse rows.
def row_amplitude(row):
    k = 2 * np.pi / row
    return 4 * V0 * np.pi * k * ell**2 / np.sinh(np.pi * k * ell / 2)


rows = np.arange(-60, 61) * 2.0 * ell
row_sum = [2.0 * ell * np.sum(2 * V0 / np.cosh((rows - s) / ell)**2)
           for s in (0.0, ell)]
assert abs((row_sum[0] - row_sum[1]) / (2 * row_amplitude(2 * ell)) - 1) < 1e-2
drag = row_amplitude(a) * 2 * np.pi / a
assert drag < 1e-3 * drive

# Stray dipole field: inside-outside sum of 1/r^3 with a gap at the wall.
eps0 = sc.epsilon_0 / e * 1e-9
rho = 0.7 * R
direct = quad(lambda p: 1 / (-rho * np.cos(p)
              + np.sqrt(R**2 - (rho * np.sin(p))**2)), 0, 2 * np.pi)[0]
assert abs(direct / (4 * R * ellipe((rho / R)**2) / (R**2 - rho**2)) - 1) < 1e-7


def pair_sum(gap):
    # the variable is the logarithm of the distance from the wall
    def f(q):
        d = np.exp(q)
        s = R - d
        return 4 * s * ellipe((s / R)**2) / (R**2 - s**2) * d
    return quad(f, np.log(gap), np.log(R), limit=200)[0]


assert abs(pair_sum(0.1 * ell) - pair_sum(ell) - 2 * np.log(10)) < 0.15
stray = -P**2 / (2 * np.pi * eps0) * pair_sum(ell)
assert abs(stray) < 0.02 * lam

# Tunnelling: thin-wall bubble in two space dimensions plus imaginary time.
sound = 4.0e12  # rough shear sound speed, nm/s
hbar = sc.hbar / e
bubble = minimize_scalar(lambda s: -(4 * np.pi * s**2 * lam
                         - 4 * np.pi / 3 * s**3 * drive) / (sound * hbar),
                         bounds=(0, 3 * R), method="bounded")
action = -bubble.fun
assert abs(action / (16 * np.pi * lam**3
                     / (3 * drive**2 * sound * hbar)) - 1) < 1e-6
soften = kT / (np.pi * ell)
eps_r = 3.5  # rough dielectric constant of hexagonal BN


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Polarisation P", P_pCm, "pC/m")
show("Polarisation P, converted", P, "e/nm")
show("Field E", E, "V/nm")
show("Field E, converted", E * 10, "MV/cm")
show("Wall energy", lam, "eV/nm")
show("Temperature", T, "K")
show("Thermal energy kT", kT, "eV")
show("Drive 2PE", drive, "eV/nm^2")
show("Critical radius", R, "nm")
show("Circular barrier", F, "eV")
show("Circular barrier, converted", F * e, "J")
show("Barrier over kT", F / kT)
show("Barrier at straight edge", sector["edge"], "eV")
show("Barrier at 60 degree corner", sector["corner"], "eV")
show("Corner barrier over kT", sector["corner"] / kT)
show("Wall length ell", ell, "nm")
show("Sliding barrier V0 of example wall", V0, "eV/nm^2")
show("Full/thin-wall barrier, example", F_full / F, "", ".5f")
show("Full/thin-wall barrier, R = 10 ell", ratios[10], "", ".5f")
show("Full/thin-wall barrier, R = 5 ell", ratios[5], "", ".5f")
show("Attempt frequency (rough)", attempt, "1/s")
show("Flake side", flake_side / 1000, "um")
show("Number of sites", sites)
show("log10 of waiting time in s", log_wait, "", ".1f")
show("Barrier passable in 1 s", F_pass, "eV")
show("Field needed for that barrier", E_pass, "V/nm")
show("Critical radius at that field", R_pass, "nm")
show("Breakdown field of hBN (rough)", breakdown, "V/nm")
show("Pin spacing for wall escape", L_pin, "nm")
show("Lattice drag over drive", drag / drive, "", ".1e")
show("Stray-field change of wall energy", stray, "eV/nm", ".2e")
show("Thermal softening of wall (order)", soften, "eV/nm", ".2g")
show("Softening over wall energy", soften / lam, "", ".2g")
show("Shear sound speed (rough)", sound * 1e-12, "km/s")
show("Tunnelling exponent S/hbar", action, "", ".2e")
show("hBN dielectric constant (rough)", eps_r)
show("Barrier if E is the field in hBN", F / eps_r, "eV", ".3g")
show("MoS2 shear stiffness (rough)", mu_Nm, "N/m")
show("MoS2 Poisson ratio (rough)", nu)
show("MoS2 sliding barrier (rough)", V_mos2, "eV/nm^2")
show("MoS2 lattice constant (rough)", a, "nm")
show("MoS2 slip b", b, "nm", ".3g")
show("MoS2 relative stiffness K", K, "eV/nm^2", ".3g")
show("MoS2 screw wall length ell", ell_mos2, "nm", ".3g")
show("MoS2 screw wall energy", screw, "eV/nm", ".3g")
show("MoS2 edge wall energy", edge, "eV/nm", ".3g")
show("MoS2 geometric mean wall energy", np.sqrt(edge * screw), "eV/nm", ".3g")
show("MoS2 barrier with these walls", F_mos2, "eV", ".2g")
print("checks complete")
```

Output:

```
Polarisation P: 0.5 pC/m
Polarisation P, converted: 0.003121 e/nm
Field E: 0.1 V/nm
Field E, converted: 1 MV/cm
Wall energy: 0.1 eV/nm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Drive 2PE: 0.0006242 eV/nm^2
Critical radius: 160.2 nm
Circular barrier: 50.33 eV
Circular barrier, converted: 8.064e-18 J
Barrier over kT: 1947
Barrier at straight edge: 25.17 eV
Barrier at 60 degree corner: 8.389 eV
Corner barrier over kT: 324.5
Wall length ell: 1 nm
Sliding barrier V0 of example wall: 0.025 eV/nm^2
Full/thin-wall barrier, example: 0.99990
Full/thin-wall barrier, R = 10 ell: 0.99163
Full/thin-wall barrier, R = 5 ell: 0.96565
Attempt frequency (rough): 1e+12 1/s
Flake side: 10 um
Number of sites: 1.156e+09
log10 of waiting time in s: 824.5
Barrier passable in 1 s: 1.254 eV
Field needed for that barrier: 4.014 V/nm
Critical radius at that field: 3.991 nm
Breakdown field of hBN (rough): 1 V/nm
Pin spacing for wall escape: 320.4 nm
Lattice drag over drive: 1.1e-08
Stray-field change of wall energy: -2.88e-04 eV/nm
Thermal softening of wall (order): 0.0082 eV/nm
Softening over wall energy: 0.082
Shear sound speed (rough): 4 km/s
Tunnelling exponent S/hbar: 1.63e+07
hBN dielectric constant (rough): 3.5
Barrier if E is the field in hBN: 14.4 eV
MoS2 shear stiffness (rough): 50 N/m
MoS2 Poisson ratio (rough): 0.25
MoS2 sliding barrier (rough): 0.2 eV/nm^2
MoS2 lattice constant (rough): 0.316 nm
MoS2 slip b: 0.182 nm
MoS2 relative stiffness K: 156 eV/nm^2
MoS2 screw wall length ell: 1.15 nm
MoS2 screw wall energy: 0.918 eV/nm
MoS2 edge wall energy: 1.5 eV/nm
MoS2 geometric mean wall energy: 1.17 eV/nm
MoS2 barrier with these walls: 6.9e+03 eV
checks complete
```
